# Choosing the innermost knot and cavity radius for spline Bethe logarithms: a numerical check

```python
"""
Bethe logarithm ln k0 = N/D of s states in V(r) = -Z exp(-mu r)/r, where
  N = sum_m |<m|p|n>|^2 dE_m ln(dE_m),  D = sum_m |<m|p|n>|^2 dE_m,
and dE_m = E_m - E_n.  B-splines on a geometric knot grid are used.
Results under test:
  * error from the innermost knot r1:  -c Z^2 R(0)^2 r1 / D, with c universal
    for a given knot ratio and spline degree;
  * error from the cavity radius R: of order u'(R)^2, u = r R(r) being the
    s-state radial function, if the p functions are left free at the wall;
  * p functions forced to zero at the wall make D diverge on refinement.
Atomic units inside; lengths are printed in angstrom and energies in eV.
"""
import numpy as np
from mpmath import mp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.interpolate import BSpline
from scipy.linalg import eigh, cho_factor, cho_solve

BOHR = physical_constants["Bohr radius"][0] * 1e10
HARTREE = physical_constants["Hartree energy in eV"][0]
DEGREE = 7
PER_DOUBLING = 4


def make_knots(inner, outer, per=PER_DOUBLING, wall_levels=0):
    """Knots from 2**-inner to 2**outer angstrom, plus 0; optional wall refinement."""
    steps = np.arange(round(-inner * per), round(outer * per) + 1)
    points = 2.0 ** (steps / per) / BOHR
    if wall_levels:
        gap = points[-1] - points[-2]
        extra = points[-1] - gap * 0.5 ** np.arange(1, wall_levels + 1)
        points = np.concatenate([points[:-1], extra, points[-1:]])
    return np.concatenate([[0.0], points])


def spline_tables(points):
    """Quadrature nodes, weights, spline values, derivatives, end slopes."""
    knots = np.concatenate([[points[0]] * DEGREE, points, [points[-1]] * DEGREE])
    x, w = np.polynomial.legendre.leggauss(DEGREE + 5)
    half = np.diff(points) / 2
    mid = (points[1:] + points[:-1]) / 2
    r = (mid[:, None] + half[:, None] * x).ravel()
    weight = (half[:, None] * w).ravel()
    splines = BSpline(knots, np.eye(len(knots) - DEGREE - 1), DEGREE)
    ends = splines(np.array([points[0], points[-1]]), 1)
    return r, weight, splines(r), splines(r, 1), ends


def diagonalize(tab, ang, charge, mu, keep):
    """Solve S v = lam (H + shift S) v in a basis scaled to unit diagonal."""
    r, w, b, db, _ = tab
    b, db = b[:, keep], db[:, keep]
    over_r = b / r[:, None]
    pot = -charge * np.exp(-mu * r) / r
    shift = max(1.0, charge ** 2)
    overlap = b.T @ (w[:, None] * b)
    ham = 0.5 * db.T @ (w[:, None] * db) + b.T @ ((w * pot)[:, None] * b)
    ham += 0.5 * ang * (ang + 1) * over_r.T @ (w[:, None] * over_r)
    shifted = ham + shift * overlap
    scale = 1 / np.sqrt(np.diag(shifted))
    shifted = shifted * np.outer(scale, scale)
    overlap = overlap * np.outer(scale, scale)
    vec = eigh(overlap, shifted)[1]
    lam = np.sum(vec * (overlap @ vec), axis=0)
    return lam, vec, shifted, overlap, scale, shift


def log_sums(tab, charge, mu, f, energy, first=1, forced_zero=False):
    """N, D and the lowest excitation energy for the p-wave function f(r)."""
    r, w, b, _, _ = tab
    keep = slice(first, b.shape[1] - (1 if forced_zero else 0))
    lam, vec, shifted, overlap, scale, shift = diagonalize(tab, 1, charge, mu, keep)
    rhs = scale * (b[:, keep].T @ (w * f))
    coef = cho_solve(cho_factor(overlap), rhs)
    amplitude = vec.T @ (shifted @ coef)
    gap = 1 / lam - shift - energy
    strength = amplitude ** 2 * lam * gap
    logs = np.log(np.maximum(np.abs(gap), 1e-300))
    return np.sum(strength * logs), np.sum(strength), gap.min()


def bethe(points, mu, level=0, charge=1.0, forced_zero=False):
    """Spline Bethe logarithm and the quantities that control its errors."""
    tab = spline_tables(points)
    r, w, b, db, ends = tab
    keep = slice(1, b.shape[1] - 1)
    lam, vec, _, _, scale, shift = diagonalize(tab, 0, charge, mu, keep)
    pick = len(lam) - 1 - level
    energy = 1 / lam[pick] - shift
    coef = scale * vec[:, pick] / np.sqrt(lam[pick])
    u, du = b[:, keep] @ coef, db[:, keep] @ coef
    slope0, slope_wall = ends[:, keep] @ coef
    num, den, gap = log_sums(tab, charge, mu, du - u / r, energy,
                             forced_zero=forced_zero)
    screen = np.sum(w * u ** 2 * np.exp(-mu * r) / r)
    half_lap = 0.5 * charge * (slope0 ** 2 - mu ** 2 * screen)
    return dict(L=num / den, D=den, half_lap=half_lap, E=energy,
                R0=slope0, wall=slope_wall, gap=gap)


def extrapolated(mu, level=0, per=PER_DOUBLING):
    """Remove the error linear in the innermost knot."""
    coarse = bethe(make_knots(11, 6, per), mu, level)
    fine = bethe(make_knots(12, 6, per), mu, level)
    assert fine["gap"] > -1e-8
    assert abs(fine["D"] / fine["half_lap"] - 1) < 1e-6
    return 2 * fine["L"] - coarse["L"], fine["E"]


def coulomb_1s_reference():
    """Hydrogen 1s from analytic oscillator strengths: f-sum, D-sum, ln k0."""
    n = np.arange(2, 200001, dtype=float)
    f = 256 * n ** 5 / (3 * (n * n - 1) ** 4) * np.exp(2 * n * np.log1p(-2 / (n + 1)))
    omega = 0.5 * (1 - 1 / n ** 2)

    def density(k):
        return (256 / 3 / (1 + k * k) ** 4 * np.exp(-4 * np.arctan(k) / k)
                / (-np.expm1(-2 * np.pi / k)))

    def moment(func):
        def part(k):
            return density(k) * k * func(0.5 * (1 + k * k))
        low = quad(part, 0, 1, epsabs=1e-12, limit=200)[0]
        high = quad(lambda t: part(1 / t) / t ** 2, 0, 1, epsabs=1e-12, limit=200)[0]
        return np.sum(f * func(omega)) + low + high

    total = moment(lambda e: 1.0 + 0 * e)
    second = moment(lambda e: e ** 2)
    return total, second, moment(lambda e: e ** 2 * np.log(e)) / second


def exponential_reference(mu, levels=(0, 1)):
    """Same logarithms for Z = 1 without splines or cavity: r^a exp(-alpha r)."""
    mp.dps = 50
    base, powers = mp.mpf("0.6"), 18
    funcs = [(a, base) for a in range(1, powers + 1)]
    funcs += [(1, base * mp.mpf("1.7") ** i) for i in range(1, 29)]
    mu = mp.mpf(float(mu))

    def integral(n, s):
        return mp.factorial(n) / s ** (n + 1)

    norm = [1 / mp.sqrt(integral(2 * a, 2 * al)) for a, al in funcs]

    def solve(size, ang):
        ov, ham = mp.matrix(size, size), mp.matrix(size, size)
        for i in range(size):
            a, al = funcs[i]
            for j in range(i + 1):
                c, be = funcs[j]
                s, g = al + be, norm[i] * norm[j]
                inner = integral(a + c - 2, s)
                kin = (a * c * inner - (a * be + c * al) * integral(a + c - 1, s)
                       + al * be * integral(a + c, s)) / 2
                kin += mp.mpf(ang * (ang + 1)) / 2 * inner
                ov[i, j] = ov[j, i] = g * integral(a + c, s)
                ham[i, j] = ham[j, i] = g * (kin - integral(a + c - 1, s + mu))
        low = mp.cholesky(ov)
        inv = low ** -1
        values, vectors = mp.eigsy(inv * ham * inv.T)
        return low, inv, values, vectors

    _, inv_s, e_s, q_s = solve(powers, 0)
    low_p, _, e_p, q_p = solve(len(funcs), 1)
    out = []
    for level in levels:
        x = inv_s.T * q_s[:, level]
        x = [x[i] * norm[i] for i in range(powers)] + [mp.mpf(0)]
        d = mp.matrix(len(funcs), 1)
        for i in range(powers):
            d[i] = (-base * x[i] + (i + 1) * x[i + 1]) / norm[i]
        amp = q_p.T * (low_p.T * d)
        gap = np.array([float(e_p[m] - e_s[level]) for m in range(len(funcs))])
        strength = np.array([float(amp[m] ** 2) for m in range(len(funcs))]) * gap
        out.append((np.sum(strength * np.log(gap)) / np.sum(strength),
                    float(e_s[level])))
    return out


print(f"spline degree {DEGREE}, knots per doubling {PER_DOUBLING}")
print(f"knot ratio {2 ** (1 / PER_DOUBLING):.5f}")

# Coulomb limit against analytic oscillator strengths
f_sum, d_sum, exact_log = coulomb_1s_reference()
assert abs(f_sum - 1) < 1e-8 and abs(d_sum - 4 / 3) < 1e-8
coulomb_log, _ = extrapolated(0.0)
assert abs(coulomb_log - exact_log) < 1e-6
print(f"Coulomb 1s ln(k0/Ry), oscillator strengths {exact_log + np.log(2):.8f}")
print(f"Coulomb 1s ln(k0/Ry), splines {coulomb_log + np.log(2):.8f}")
print(f"  difference {coulomb_log - exact_log:.1e}")

# Screened potential against the exponential basis
mu5 = BOHR / 5.0
final = [extrapolated(mu5, level) for level in (0, 1)]
for name, spl, ref in zip(("1s", "2s"), final, exponential_reference(mu5)):
    assert abs(spl[0] - ref[0]) < 2e-5 and abs(spl[1] - ref[1]) < 1e-7
    print(f"5 A {name} ln(k0/Ry): splines {spl[0] + np.log(2):.7f}, "
          f"exponentials {ref[0] + np.log(2):.7f}")
dense_log, _ = extrapolated(mu5, 0, per=6)
assert abs(dense_log - final[0][0]) < 1e-6
print(f"5 A 1s, change with 6 knots per doubling {dense_log - final[0][0]:.1e}")

# Innermost knot: approach from below
print("5 A 1s: r1 (A), ln(k0/Ry), error against extrapolation")
inner_logs = []
for inner in (4, 6, 8, 10, 12):
    value = bethe(make_knots(inner, 6), mu5)["L"]
    inner_logs.append(value)
    print(f"  {2.0 ** -inner:.3e}  {value + np.log(2):.7f}  {value - final[0][0]:.2e}")
assert np.all(np.diff(inner_logs) > 0)

# Universal coefficient from a free p wave with f = r exp(-r), energy -1/2;
# k = tan(angle) turns its momentum integral into the one below
free_exact = 4 / np.pi * quad(
    lambda a: -np.sin(a) ** 4 * np.log(2 * np.cos(a) ** 2), 0, np.pi / 2,
    epsabs=1e-12, limit=200)[0]


def free_sums(inner, first):
    tab = spline_tables(make_knots(inner, 5))
    return log_sums(tab, 0.0, 0.0, tab[0] * np.exp(-tab[0]), -0.5, first=first)[:2]


def r1_bohr(inner):
    return 2.0 ** -inner / BOHR


free11, free12 = free_sums(11, 1)[0], free_sums(12, 1)[0]
assert abs(2 * free12 - free11 - free_exact) < 1e-6
c_univ = (free_exact - free12) / r1_bohr(12)
print(f"universal coefficient c {c_univ:.5f}")
print("slope of -error in r1 (1/A): measured, predicted")
for name, level, charge in (("Z=1 1s", 0, 1.0), ("Z=1 2s", 1, 1.0), ("Z=2 1s", 0, 2.0)):
    one = bethe(make_knots(11, 6), mu5, level, charge)
    two = bethe(make_knots(12, 6), mu5, level, charge)
    measured = (two["L"] - one["L"]) / (r1_bohr(11) - r1_bohr(12))
    predicted = c_univ * charge ** 2 * two["R0"] ** 2 / two["D"]
    assert abs(measured / predicted - 1) < 0.03
    print(f"  {name}: {measured / BOHR:.5f}, {predicted / BOHR:.5f}")

# Without the spline linear in r the error acquires a logarithm
scaled = []
for inner in (10, 12):
    num, den = free_sums(inner, 2)
    scaled.append(((num - free_exact) / r1_bohr(inner), (den - 0.75) / r1_bohr(inner)))
log_growth = scaled[1][0] - scaled[0][0]
log_expected = 4 * np.log(2) * scaled[1][1]
assert abs(scaled[1][1] / scaled[0][1] - 1) < 0.03
assert abs(log_growth / log_expected - 1) < 0.03
print(f"no linear spline: dD/r1 {scaled[1][1]:.5f}, dN/r1 {scaled[1][0]:.5f}")
print(f"  growth of dN/r1 for r1/4: {log_growth:.5f}, expected {log_expected:.5f}")

# Cavity radius
far = bethe(make_knots(11, 5), mu5)
kappa = np.sqrt(-2 * far["E"])
print(f"5 A 1s decay constant kappa {kappa / BOHR:.5f} 1/A")
print("5 A 1s: R (A), error of ln k0, u'(R)^2/kappa^3")
for outer in (1.5, 2.0, 2.5):
    box = bethe(make_knots(11, outer), mu5)
    error, measure = box["L"] - far["L"], box["wall"] ** 2 / kappa ** 3
    assert abs(error) < 3 * measure
    print(f"  {2 ** outer:.3f}  {error:.2e}  {measure:.2e}")
near_wall, far_wall = [bethe(make_knots(11, o), mu5)["wall"] for o in (3.0, 3.5)]
distance = (2 ** 3.5 - 2 ** 3.0) / BOHR
rate = 2 * np.log(abs(near_wall / far_wall)) / distance
assert abs(rate / (2 * kappa) - 1) < 0.03
print(f"decay rate of u'(R)^2, 8 to 11.3 A: {rate / BOHR:.4f} 1/A, "
      f"2 kappa {2 * kappa / BOHR:.4f} 1/A")

# Wall condition in a deliberately small cavity of 2 angstrom
print("R = 2 A: last gap (A), D/(half Laplacian) forced zero, free end")
excess, free_logs = [], []
for levels in (4, 5, 6):
    points = make_knots(8, 1, wall_levels=levels)
    forced = bethe(points, mu5, forced_zero=True)
    free = bethe(points, mu5)
    identity = free["half_lap"] - free["wall"] ** 2 / (2 * points[-1])
    assert abs(free["D"] / identity - 1) < 1e-6
    excess.append(forced["D"] - forced["half_lap"])
    free_logs.append(free["L"])
    print(f"  {(points[-1] - points[-2]) * BOHR:.5f}  "
          f"{forced['D'] / forced['half_lap']:.4f}  {free['D'] / free['half_lap']:.6f}")
assert abs(excess[2] / excess[1] - 2) < 0.1
assert abs(free_logs[2] - free_logs[1]) < 1e-4
print(f"growth of forced-zero excess per halved gap {excess[2] / excess[1]:.4f}")
print(f"change of free-end ln k0 per halved gap {free_logs[2] - free_logs[1]:.1e}")

# Main results
print("Z=1, cavity 64 A, r1 = 2^-11 and 2^-12 A extrapolated")
print("screening length (A), state, E (eV), k0 (eV), ln(k0/Ry)")
for length in (np.inf, 10.0, 5.0, 2.5):
    for level, name in ((0, "1s"), (1, "2s")):
        value, energy = extrapolated(BOHR / length, level)
        print(f"  {length:4.1f} {name} {energy * HARTREE:10.5f} "
              f"{np.exp(value) * HARTREE:10.4f} {value + np.log(2):.6f}")

print("PASS")
```

Output:

```
spline degree 7, knots per doubling 4
knot ratio 1.18921
Coulomb 1s ln(k0/Ry), oscillator strengths 2.98412856
Coulomb 1s ln(k0/Ry), splines 2.98412856
  difference 3.5e-10
5 A 1s ln(k0/Ry): splines 2.9885008, exponentials 2.9885001
5 A 2s ln(k0/Ry): splines 2.8279479, exponentials 2.8279474
5 A 1s, change with 6 knots per doubling -7.2e-11
5 A 1s: r1 (A), ln(k0/Ry), error against extrapolation
  6.250e-02  2.9734384  -1.51e-02
  1.562e-02  2.9847375  -3.76e-03
  3.906e-03  2.9875601  -9.41e-04
  9.766e-04  2.9882656  -2.35e-04
  2.441e-04  2.9884420  -5.88e-05
universal coefficient c 0.06355
slope of -error in r1 (1/A): measured, predicted
  Z=1 1s: 0.24080, 0.24080
  Z=1 2s: 0.24118, 0.24118
  Z=2 1s: 0.48071, 0.48070
no linear spline: dD/r1 -0.08023, dN/r1 -1.78807
  growth of dN/r1 for r1/4: -0.22245, expected -0.22245
5 A 1s decay constant kappa 1.69454 1/A
5 A 1s: R (A), error of ln k0, u'(R)^2/kappa^3
  2.828  -6.43e-04  9.80e-03
  4.000  -3.69e-05  2.99e-04
  5.657  -2.73e-07  1.56e-06
decay rate of u'(R)^2, 8 to 11.3 A: 3.3107 1/A, 2 kappa 3.3891 1/A
R = 2 A: last gap (A), D/(half Laplacian) forced zero, free end
  0.01989  4.4600  0.995806
  0.00994  7.8899  0.995806
  0.00497  14.7571  0.995806
growth of forced-zero excess per halved gap 1.9967
change of free-end ln k0 per halved gap 5.7e-07
Z=1, cavity 64 A, r1 = 2^-11 and 2^-12 A extrapolated
screening length (A), state, E (eV), k0 (eV), ln(k0/Ry)
   inf 1s  -13.60569   268.9746 2.984129
   inf 2s   -3.40142   226.3898 2.811770
  10.0 1s  -12.22100   269.2866 2.985288
  10.0 2s   -2.16676   227.4434 2.816413
   5.0 1s  -10.94020   270.1532 2.988501
   5.0 2s   -1.27462   230.0821 2.827948
   2.5 1s   -8.65840   273.2798 3.000008
   2.5 2s   -0.25961   238.9023 2.865567
PASS
```
